# Fourth-order finite differences in k space for Wannier centres, spreads and positions

## Definitions and conventions

A crystal has direct lattice vectors \(\mathbf a_i\) and reciprocal vectors \(\mathbf B_i\), with \(\mathbf a_i\cdot\mathbf B_j=2\pi\delta_{ij}\). The Brillouin zone is sampled by an \(N\times N\times N\) mesh with steps \(\mathbf B_i/N\). An isolated group of bands, labelled \(s,t\), has Wannier functions \(|\mathbf Rt\rangle\) and Bloch functions

\[
\psi_{t\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf Rt\rangle,\qquad
u_{t\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{t\mathbf k}.
\]

Products of \(u\) functions are integrated over one cell. The overlap matrices are

\[
M_{st}(\mathbf k,\mathbf q)=\langle u_{s\mathbf k}|u_{t,\mathbf k+\mathbf q}\rangle .
\]

The quantities wanted are the centre \(\mathbf r_s=\langle\mathbf 0s|\mathbf r|\mathbf 0s\rangle\), the spread \(\Omega_s=\langle r^2\rangle_s-|\mathbf r_s|^2\), and the position element \(\langle\mathbf 0s|\mathbf r|\mathbf Rt\rangle\).

The gauge is assumed to be periodic and analytic in \(\mathbf k\), and the same on every mesh. The Wannier functions are then fixed and exponentially localized. The mesh average of a periodic analytic function differs from its zone average by Fourier coefficients at nonzero lattice vectors \(N\mathbf R\), which are exponentially small in \(N\). These image terms are dropped below; the power-law errors come from replacing derivatives by differences.

Atomic units are used.

## Base weights for any lattice

We need vectors \(\mathbf b\), in pairs \(\pm\mathbf b\), and weights \(w_b\) such that

\[
\sum_{\mathbf b}w_b\,b_\alpha b_\beta=\delta_{\alpha\beta}. \tag{1}
\]

Let \(g_{ij}=\mathbf a_i\cdot\mathbf a_j\). The unit matrix can be written

\[
\mathbf 1=\frac1{4\pi^2}\sum_{ij}g_{ij}\,\mathbf B_i\mathbf B_j^{T},
\]

because placing the right side between \(\mathbf a_k^T\) and \(\mathbf a_l\) gives \(g_{kl}\), as the unit matrix does. The cross terms become squares through

\[
\mathbf B_i\mathbf B_j^T+\mathbf B_j\mathbf B_i^T=(\mathbf B_i+\mathbf B_j)(\mathbf B_i+\mathbf B_j)^T-\mathbf B_i\mathbf B_i^T-\mathbf B_j\mathbf B_j^T .
\]

Each pair \(\pm\mathbf b\) contributes \(2w_b\mathbf b\mathbf b^T\), and \(\mathbf b\) carries a factor \(1/N\). Hence

\[
w_i=\frac{N^2}{8\pi^2}\Big(g_{ii}-\sum_{j\ne i}g_{ij}\Big)\ \text{for}\ \pm\frac{\mathbf B_i}{N},\qquad
w_{ij}=\frac{N^2}{8\pi^2}\,g_{ij}\ \text{for}\ \pm\frac{\mathbf B_i+\mathbf B_j}{N}.
\]

At most six pairs are needed. The cancellation below does not require positive weights. The stencil does depend on the choice of primitive vectors, and so does the size of the error, though not its order. A negative \(g_{ij}\), as in the usual bcc cell or a hexagonal cell with a 120° angle, gives a negative weight on a long vector, and in the hexagonal case a stencil without sixfold symmetry. For such a pair it is better to use \(\pm(\mathbf B_i-\mathbf B_j)/N\) and to replace \(g_{ij}\) by \(|g_{ij}|\) in both weights; for these two lattices the vectors that replace the long ones belong to the nearest shell and all weights become positive.

## Weights for the multiples

Now use the vectors \(\mathbf q=n\mathbf b\), \(n=1,\dots,K\), with weights \(W_q=c_nw_b\). Every moment of degree \(2p\) factorizes:

\[
\sum_{\mathbf q}W_q\,q_{\alpha_1}\cdots q_{\alpha_{2p}}
=\Big(\sum_{n=1}^Kc_nn^{2p}\Big)\sum_{\mathbf b}w_b\,b_{\alpha_1}\cdots b_{\alpha_{2p}} .
\]

Odd moments vanish because of the pairs. We therefore require

\[
\sum_nc_nn^2=1,\qquad \sum_nc_nn^{2p}=0\quad(p=2,\dots,K).
\]

The first condition preserves (1). The others remove all components of the moments of degree 4 to \(2K\), whatever the lattice symmetry.

To solve them, put \(d_n=n^2c_n\). The conditions say that \(\sum_nd_nf(n^2)=f(0)\) for every polynomial \(f\) of degree below \(K\). Choosing the polynomial that is 1 at \(n^2\) and 0 at the other squares gives

\[
c_n=\frac1{n^2}\prod_{m\neq n}\frac{0-m^2}{n^2-m^2}=\frac1{n^2}\prod_{m\ne n}\frac{m^2}{m^2-n^2}.
\]

For \(K=2\),

\[
c_1=\frac43,\qquad c_2=\frac14\cdot\frac1{1-4}=-\frac1{12}.
\]

The first surviving factor is \(\sum_nc_nn^6=\frac43-\frac{64}{12}=-4\). Since \(w_b\propto N^2\) and \(b\propto1/N\), a sixth moment scales as \(N^{-4}\), while the fourth moment left by \(K=1\) scales as \(N^{-2}\).

## Position matrix elements

The definition of \(u\) gives

\[
M_{st}(\mathbf k,\mathbf q)=\int_{\rm cell}\psi_{s\mathbf k}^*\,e^{-i\mathbf q\cdot\mathbf r}\,\psi_{t,\mathbf k+\mathbf q}\,d^3r .
\]

The function \(F=e^{-i\mathbf q\cdot\mathbf r}\psi_{t,\mathbf k+\mathbf q}\) satisfies \(F(\mathbf r+\mathbf R')=e^{i\mathbf k\cdot\mathbf R'}F(\mathbf r)\). When \(\psi_{s\mathbf k}^*\) is written as a sum over Wannier functions in cells \(\mathbf R'\), this phase cancels \(e^{-i\mathbf k\cdot\mathbf R'}\), and the cell integrals join into one integral over all space with the home function. Expanding \(\psi_{t,\mathbf k+\mathbf q}\) as well,

\[
M_{st}(\mathbf k,\mathbf q)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0s|e^{-i\mathbf q\cdot(\mathbf r-\mathbf R)}|\mathbf Rt\rangle .
\]

Let \(\langle\cdots\rangle_{\mathbf k}\) denote the mesh average. Apart from image terms,

\[
\big\langle e^{-i\mathbf k\cdot\mathbf R}M_{st}(\mathbf k,\mathbf q)\big\rangle_{\mathbf k}=\langle\mathbf 0s|e^{-i\mathbf q\cdot\mathbf X}|\mathbf Rt\rangle,\qquad \mathbf X=\mathbf r-\mathbf R. \tag{2}
\]

Multiply by \(iW_q\mathbf q\) and sum. The cosine part cancels between \(\pm\mathbf q\), and \(i(-i)=1\), so the scheme evaluates

\[
\langle\mathbf 0s|\sum_{\mathbf q}W_q\,\mathbf q\,\sin(\mathbf q\cdot\mathbf X)|\mathbf Rt\rangle .
\]

The linear term of the sine gives \(\langle\mathbf 0s|\mathbf X|\mathbf Rt\rangle\). This equals \(\langle\mathbf 0s|\mathbf r|\mathbf Rt\rangle\), because \(\mathbf R\langle\mathbf 0s|\mathbf Rt\rangle\) vanishes: either the functions are orthogonal or \(\mathbf R=0\). For \(K=1\) the leading error is

\[
-\frac16\sum_{\mathbf b}w_b\,\mathbf b\,\langle\mathbf 0s|(\mathbf b\cdot\mathbf X)^3|\mathbf Rt\rangle .
\]

For \(K=2\) this is a fourth moment of the stencil and vanishes. The quintic term, with \(\frac1{120}(-4)=-\frac1{30}\), leaves

\[
-\frac1{30}\sum_{\mathbf b}w_b\,\mathbf b\,\langle\mathbf 0s|(\mathbf b\cdot\mathbf X)^5|\mathbf Rt\rangle=O(N^{-4}). \tag{3}
\]

The inequality \(|\sin x-x+x^3/6|\le|x|^5/120\) makes the order rigorous, since exponential localization keeps the fifth absolute moment finite.

**Hermiticity.** Equation (2) measures position from the ket's cell, so at finite \(N\) the result for \((s,t,\mathbf R)\) need not be the conjugate of that for \((t,s,-\mathbf R)\). The remedy is the midpoint phase:

\[
\mathbf r_{st}(\mathbf R)=i\sum_{\mathbf q}W_q\,\mathbf q\,\big\langle e^{-i(\mathbf k+\mathbf q/2)\cdot\mathbf R}M_{st}(\mathbf k,\mathbf q)\big\rangle_{\mathbf k}. \tag{4}
\]

To check it, take the conjugate and use \(M_{st}(\mathbf k,\mathbf q)^*=M_{ts}(\mathbf k+\mathbf q,-\mathbf q)\). With \(\mathbf k'=\mathbf k+\mathbf q\) and \(\mathbf q'=-\mathbf q\), we have \(\mathbf k+\mathbf q/2=\mathbf k'+\mathbf q'/2\) and \(-i\mathbf q=i\mathbf q'\). The conjugate is therefore \(\mathbf r_{ts}(-\mathbf R)\), on any mesh. In the error terms \(\mathbf X\) is replaced by \(\mathbf r-\mathbf R/2\); the order is unchanged.

**Origin dependence.** The error terms of (2) and (4) are moments of \(\mathbf r-\mathbf R\) or \(\mathbf r-\mathbf R/2\), so at finite \(N\) they depend on the origin and grow with the distance of the two functions from it. The small parameter is \(b|\mathbf X|\), not the step measured against the size of the functions. Diagonal elements at \(\mathbf R=0\) should be taken from the centre formula (5) below, and off-diagonal elements are more accurate when the origin is chosen so that \(\mathbf X\) is measured from a point between the two functions.

## Centres

Let \(\phi_s(\mathbf k,\mathbf q)={\rm Im}\ln M_{ss}(\mathbf k,\mathbf q)\), on the branch that goes continuously to zero as \(\mathbf q\to0\). The discrete centre is

\[
\mathbf r_s=-\sum_{\mathbf q}W_q\,\mathbf q\,\Phi_s(\mathbf q),\qquad \Phi_s(\mathbf q)=\langle\phi_s(\mathbf k,\mathbf q)\rangle_{\mathbf k}. \tag{5}
\]

Exchanging the end points conjugates the overlap, so \(\phi_s(\mathbf k+\mathbf q,-\mathbf q)=-\phi_s(\mathbf k,\mathbf q)\). After averaging over \(\mathbf k\), \(\Phi_s\) is odd. Its linear term follows from (2) with \(\mathbf R=0\): \(\langle M_{ss}\rangle_{\mathbf k}=1-i\mathbf q\cdot\mathbf r_s+\cdots\), and to first order the phase of \(M_{ss}\) is its imaginary part. Therefore

\[
\Phi_s(\mathbf q)=-\mathbf q\cdot\mathbf r_s+T_3(\mathbf q)+T_5(\mathbf q)+\cdots,
\]

where \(T_j\) is homogeneous of degree \(j\). In (5) the linear term gives the centre by (1), \(T_3\) meets a fourth moment and vanishes for \(K=2\), and \(T_5\) leaves an error \(O(N^{-4})\).

## Spreads

The discrete second moment is

\[
\langle r^2\rangle_s=\sum_{\mathbf q}W_q\big\langle\beta_s+\phi_s^2\big\rangle_{\mathbf k},\qquad \beta_s=1-|M_{ss}|^2. \tag{6}
\]

Since \(|M_{ss}|\le1\) with equality at \(\mathbf q=0\), \(\beta_s\) starts at second order, as does \(\phi_s^2\). Thus

\[
{\rm Re}\,M_{ss}=\sqrt{1-\beta_s}\,\cos\phi_s=1-\tfrac12\beta_s-\tfrac12\phi_s^2+O(q^4).
\]

Solving for the bracket and averaging with (2),

\[
\langle\beta_s+\phi_s^2\rangle_{\mathbf k}=2\big(1-\langle{\rm Re}\,M_{ss}\rangle_{\mathbf k}\big)+O(q^4)=\langle\mathbf 0s|(\mathbf q\cdot\mathbf r)^2|\mathbf 0s\rangle+O(q^4).
\]

Exchange of end points makes the average even in \(\mathbf q\), so the next terms have degrees 4 and 6. The quadratic term yields \(\langle r^2\rangle_s\) by (1), the quartic term cancels for \(K=2\), and the sixth-degree term gives \(O(N^{-4})\). Subtracting \(|\mathbf r_s|^2\), itself accurate to this order, gives the spread.

**A solvable limit.** Take a simple cubic lattice of side \(a\) and a real Gaussian Wannier function whose density has variance \(\sigma^2\) along each axis, with \(\sigma\ll a\) so that neighbours do not overlap. Then \(|M|^2=e^{-q^2\sigma^2}\), and the phase is \(-\mathbf q\cdot\mathbf r_s\), which gives the centre without error. There are six base vectors of length \(b=2\pi/(Na)\), each with \(w_b=1/(2b^2)\). With \(x=b^2\sigma^2\),

\[
\Omega^{(1)}=\frac3{b^2}(1-e^{-x})=3\sigma^2\Big(1-\frac x2+\cdots\Big),
\]

\[
\Omega^{(2)}=\frac3{b^2}\Big[\frac43(1-e^{-x})-\frac1{12}(1-e^{-4x})\Big]=3\sigma^2\Big(1-\frac{2x^2}3+\cdots\Big).
\]

The coefficient of \(x^2\) in the square bracket is \(-\frac12(\frac43-\frac{16}{12})=0\), and that of \(x^3\) is \(\frac16(\frac43-\frac{64}{12})=-\frac23\). To leading order the error falls by the factor \(4x/3\). The gain thus depends on \(b\sigma\), the mesh step measured against the size of the function.

## Choosing the branch

A computed argument is known only modulo \(2\pi\), and the phase at \(2\mathbf b\) is about twice that at \(\mathbf b\). Choose a point \(\boldsymbol\rho_s\) near the expected centre and set

\[
\phi_s=\arg\!\big(M_{ss}e^{i\mathbf q\cdot\boldsymbol\rho_s}\big)-\mathbf q\cdot\boldsymbol\rho_s .
\]

The argument now holds a small residual phase. If the residual approaches \(\pi\), the mesh is too coarse or \(\boldsymbol\rho_s\) is badly placed.

Leaving out the last term would merely move the origin. With \(\tilde\phi=\phi+\mathbf q\cdot\boldsymbol\rho\), equations (1) and (5) give \(\tilde{\mathbf r}=\mathbf r-\boldsymbol\rho\). The square adds \(2(\mathbf q\cdot\boldsymbol\rho)\Phi+(\mathbf q\cdot\boldsymbol\rho)^2\), whose weighted sum is \(-2\boldsymbol\rho\cdot\mathbf r+\rho^2\). The discrete spread is therefore unchanged, for any \(K\) and \(N\).

## Pseudocode

```
input: u[k] in one smooth gauge, a_i, N, K, rho_s
build base list (b, w_b) with both signs; build c[n]
centre = r2 = pos = 0
for each (b, w_b), for n = 1..K:
    q = n*b;  W = c[n]*w_b
    for each mesh point k:
        write k+q = k' + G, with k' on the stored mesh
        M = <u[k]| exp(-i G.r) |u[k']>
        phi_s = arg(M_ss exp(i q.rho_s)) - q.rho_s
        centre_s  -= W q phi_s / N^3
        r2_s      += W (1 - |M_ss|^2 + phi_s^2) / N^3
        pos_st(R) += i W q exp(-i(k+q/2).R) M_st / N^3
spread_s = r2_s - |centre_s|^2
```

The factor \(e^{-i\mathbf G\cdot\mathbf r}\) is needed whenever a neighbour leaves the stored zone, because \(u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}\).

## Cost, extrapolation and stability

At fixed \(N\), \(K=2\) needs twice as many overlaps as \(K=1\) and no further Bloch functions. The relation \(M(\mathbf k,-\mathbf q)=M(\mathbf k-\mathbf q,\mathbf q)^\dagger\) halves the work for either.

For even \(N\) there is an equivalent two-mesh route. The vector \(2\mathbf b\) is the base vector of the mesh \(N/2\), where its weight is \(w_b/4\). The \(n=2\) part of (5) is therefore \(4c_2=-\frac13\) times the \(K=1\) centre of that mesh, and apart from image terms

\[
\mathbf r_s^{(2)}=\tfrac13\big(4\,\mathbf r_{s,N}^{(1)}-\mathbf r_{s,N/2}^{(1)}\big).
\]

The same holds for \(\langle r^2\rangle_s\) and for position elements. Both meshes must use the same gauge.

Noise is amplified only modestly. A phase error of at most \(\epsilon\) in every overlap changes a centre by at most \(\epsilon\sum|W_q||\mathbf q|\), and \(\sum_n|c_n|n=\frac43+\frac16=\frac32\), against 1 for \(K=1\). An error \(\epsilon\) in the bracket of (6) changes \(\langle r^2\rangle_s\) by at most \(\epsilon\sum|W_q|\), where \(\sum_n|c_n|=\frac{17}{12}\). The full sum \(\sum|W_q|=\sum_n|c_n|\sum_{\mathbf b}|w_b|\) grows as \(N^2\), so very fine meshes need accurate overlaps at either order.

With positive \(w_b\), every term of (6) is non-negative for \(K=1\). The negative \(c_2\) removes this termwise guarantee, which matters if the discrete spread is used as a function to be minimized.

## Failure modes

**Overlaps built from products.** It is tempting to replace \(M(\mathbf k,2\mathbf b)\) by \(M(\mathbf k,\mathbf b)M(\mathbf k+\mathbf b,\mathbf b)\). This gives a wrong spread even as \(N\to\infty\). Let \(P\) project on the band group at \(\mathbf k\), and define the leakage

\[
L_s(\mathbf b)=\big\|(1-P)\,\mathbf b\cdot\nabla_{\mathbf k}u_{s\mathbf k}\big\|^2 .
\]

The squared norm of row \(s\) of \(M(\mathbf k,\mathbf b)\) is \(1-L_s(\mathbf b)+O(b^3)\), since what is lost is the part of \(u_{s\mathbf k}\) outside the band space at \(\mathbf k+\mathbf b\). A direct step \(2\mathbf b\) loses \(4L_s\). Two successive steps lose \(L_s\) each, hence \(2L_s\). The leading off-diagonal elements and phases agree, being linear in the total step. The product thus lowers \(\beta_s\) by \(2L_s\), and with weight \(c_2\) the total spread changes by

\[
-\frac1{12}(-2)\sum_s\sum_{\mathbf b}w_b\langle L_s(\mathbf b)\rangle_{\mathbf k}=+\frac{\Omega_I}6 .
\]

Here \(\Omega_I=\sum_{s\alpha}\langle\|(1-P)\partial_\alpha u_{s\mathbf k}\|^2\rangle_{\mathbf k}\) is the gauge-invariant part of the total spread. The overlap at \(2\mathbf b\) must be computed from the Bloch functions themselves.

**Gauge.** Random phases or band crossings within the group, if left unsmoothed, invalidate the Taylor expansions. A band group whose total Chern number is nonzero admits no smooth periodic gauge at all. If the gauge is re-optimized on each mesh, the Wannier functions themselves depend on \(N\), and the result derived here does not cover that dependence.

## Worked example

The model crystal has \(\mathbf a_1=(6,0,0)\), \(\mathbf a_2=(1,7,0)\), \(\mathbf a_3=(1.5,1,6.5)\) bohr. Four point-like orbitals sit at fractional positions \((0.1,0.1,0.1)\), \((0.6,0.5,0.4)\), \((0.3,0.6,0.8)\), \((0.8,0.2,0.7)\), with energies \(-0.5,-0.4,0.4,0.5\) hartree. The hopping from orbital \(j\) to orbital \(i\) at distance \(d\) is \(-0.5\,e^{-(d/3)^2}e^{0.3i\,{\rm sgn}(j-i)}\) hartree, with \(d\) in bohr, for cell offsets of \(-1,0,1\) along each axis. The phases break time reversal. The position operator is taken as diagonal in the orbitals.

The two lower bands are separated from the rest by 0.67 hartree. Their gauge comes from projecting the first two orbitals onto the band space and orthonormalizing symmetrically. The smallest eigenvalue of the projected overlap matrix is 0.82, so this is well defined throughout the mesh. Reference values are direct real-space sums over the Wannier functions.

For \(N=8\), \(w_1=64(36-6-9)/(8\pi^2)=17.02\) bohr² and \(w_{12}=64\cdot6/(8\pi^2)=4.86\) bohr². The largest fourth-moment component is 0.017 bohr⁻² for \(K=1\), and zero to rounding for \(K=2\). The largest residual phase, including triple steps, is 0.09 rad, far from \(\pi\).

The reference total spread is 1.2801 bohr². At \(N=8\), \(K=1\) gives 1.2624, which is 1.4% low, and \(K=2\) gives 1.2792, which is 0.07% low. Errors quoted next are norms: over both functions for centres and spreads, over the vector components for the position element. From \(N=16\) to 32 the spread error falls from \(4.196\times10^{-5}\) to \(2.661\times10^{-6}\) bohr² for \(K=2\), so the observed order is

\[
\log_2\frac{4.196\times10^{-5}}{2.661\times10^{-6}}=3.98 .
\]

The centres give 3.99 and the position element 3.94; for \(K=1\) the three orders lie between 1.98 and 2.00. With \(K=3\) they lie between 5.90 and 5.96, as the vanishing sixth moment requires.

The saving in this model can be read from comparable errors. \(K=1\) at \(N=32\) has a spread error of \(7.9\times10^{-4}\) bohr², and \(K=2\) at \(N=8\) has \(6.3\times10^{-4}\). Counting both signs, these need \(32^3\cdot12=393\,216\) and \(8^3\cdot24=12\,288\) overlap matrices, a ratio of 32. This ratio belongs to the spreads at this accuracy and to this stencil: with \(\mathbf a_2-\mathbf a_1\) in place of \(\mathbf a_2\) the mesh is the same and the order is still four, but the \(K=2\) spread error at \(N=8\) rises to \(3.2\times10^{-3}\) bohr². For the position element below, \(K=1\) at \(N=16\) (error \(9.6\times10^{-4}\) bohr) is comparable with \(K=2\) at \(N=8\) (\(1.1\times10^{-3}\) bohr), and the ratio is \(16^3\cdot12/(8^3\cdot24)=4\), a figure that depends on the origin as well.

The position element, between function 1 at home and function 2 in the cell at \(-\mathbf a_1\), is harder. Its norm is only 0.0157 bohr, and at \(N=8\) the errors are 23% of this for \(K=1\) and 7% for \(K=2\). At \(N=16\) they are 6% and 0.5%. The leading terms derived above reproduce the actual errors at \(N=32\) to 0.5% for \(K=1\) and 1.4% for \(K=2\). The midpoint form (4) lowers the \(K=2\) error there from \(5.1\times10^{-6}\) to \(1.3\times10^{-6}\) bohr, and its Hermiticity was tested on every mesh. The order is the same for both forms. Which form has the smaller error depends on where the two functions lie relative to \(\mathbf R\) and \(\mathbf R/2\): for the conjugate element, function 2 at home and function 1 at \(+\mathbf a_1\), form (2) gives \(1.1\times10^{-6}\) bohr, slightly below the midpoint value. Much of the difficulty comes from the origin. At \(N=8\), \(K=2\), the midpoint error is 1.9% of the norm with the origin used here, 0.13% with the origin at the mean of the two centres, and 20% if the crystal is shifted by \(\mathbf a_1\). For the same reason the diagonal element of (4) misses the centre of function 2 by 0.05 bohr at \(N=8\), where (5) misses it by \(2\times10^{-5}\) bohr.

The two-mesh formula with \(N=32\) and 16 agrees with the \(K=2\) centres to rounding. With product overlaps, the excess total spread divided by \(\Omega_I\) is 0.1628 at \(N=16\) and 0.1657 at \(N=32\). Eliminating the \(N^{-2}\) term gives 0.1667, in agreement with the predicted \(1/6\). The full set of meshes is in the numerical output.

## Calculated quantities

```
c_n for K=2: [ 1.333333 -0.083333]
c_n for K=3: [ 1.5      -0.15      0.011111]
N=8 b(1, 0, 0): |b|=0.13502 1/bohr, w=17.0220 bohr^2
N=8 b(0, 1, 0): |b|=0.11352 1/bohr, w=28.7752 bohr^2
N=8 b(0, 0, 1): |b|=0.12083 1/bohr, w=22.6959 bohr^2
N=8 b(1, 1, 0): |b|=0.16693 1/bohr, w=4.8634 bohr^2
N=8 b(1, 0, 1): |b|=0.16195 1/bohr, w=7.2951 bohr^2
N=8 b(0, 1, 1): |b|=0.15269 1/bohr, w=6.8898 bohr^2
largest 4th moment N=8: K=1 0.01713, K=2 2.6e-18 bohr^-2
band gap 0.6700 hartree; least projection eigenvalue 0.8215
largest residual phase N=8, n<=3: 0.091 rad
largest Wannier amplitude at cell edge N=32: 5.6e-17
reference centre 1: [0.832857 0.816242 0.594313] bohr
reference centre 2: [4.697636 3.882618 2.780337] bohr
reference spreads: [0.487695 0.792385] bohr^2
total spread 1.280080, Omega_I 1.271849 bohr^2
position element, real: [ 0.008079 -0.005564  0.010821] bohr
position element, imag: [ 0.00222  -0.00264  -0.004643] bohr
total spread N=8: K=1 1.262428, K=2 1.279183 bohr^2
total spread N=16: K=1 1.275624, K=2 1.280021 bohr^2
centre error N=8: K=1 2.572e-03, K=2 5.783e-05 bohr
centre error N=12: K=1 1.146e-03, K=2 1.163e-05 bohr
centre error N=16: K=1 6.451e-04, K=2 3.703e-06 bohr
centre error N=24: K=1 2.869e-04, K=2 7.348e-07 bohr
centre error N=32: K=1 1.614e-04, K=2 2.329e-07 bohr
spread error N=8: K=1 1.249e-02, K=2 6.345e-04 bohr^2
spread error N=12: K=1 5.590e-03, K=2 1.307e-04 bohr^2
spread error N=16: K=1 3.152e-03, K=2 4.196e-05 bohr^2
spread error N=24: K=1 1.404e-03, K=2 8.379e-06 bohr^2
spread error N=32: K=1 7.900e-04, K=2 2.661e-06 bohr^2
position error N=8: K=1 3.597e-03, K=2 1.077e-03 bohr
position error N=12: K=1 1.673e-03, K=2 2.395e-04 bohr
position error N=16: K=1 9.558e-04, K=2 7.899e-05 bohr
position error N=24: K=1 4.296e-04, K=2 1.607e-05 bohr
position error N=32: K=1 2.426e-04, K=2 5.139e-06 bohr
centre order, N=16 to 32: K=1 1.999, K=2 3.991, K=3 5.958
spread order, N=16 to 32: K=1 1.996, K=2 3.979, K=3 5.931
position order, N=16 to 32: K=1 1.978, K=2 3.942, K=3 5.903
midpoint order, N=16 to 32: K=1 1.991, K=2 3.964, K=3 5.924
midpoint error N=32: K=1 1.246e-04, K=2 1.286e-06 bohr
leading-term relative deviation N=32: K=1 0.0053, K=2 0.0135
extrapolation minus K=2 centre: 8.9e-16 bohr
product fault/Omega_I: N=16 0.16275, N=32 0.16569, limit 0.16666
```
